# Charge on an Isolated Conducting Strip and Its Inverse-Square-Root Edges: a numerical check

```python
"""
Charge on an isolated conducting strip |x| < a with line charge lam:
    sigma(x) = lam / (pi sqrt(a^2 - x^2)),
    near an edge sigma ~ lam / (pi sqrt(2 a s)),  s = a - |x|.
A channel with density of states D has the screening length
ell = 2 eps / (e^2 D); the law above is the limit ell -> 0, and the
edge value is then sigma(a) -> lam / sqrt(2 pi a ell).
Dimensionless tests use a = lam = 1 and potentials in lam/(2 pi eps).
The example uses nm, eV and number densities in nm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit, spence

pi = np.pi


def log_matrix(edges):
    """Cell-averaged integral of ln|x-x'| over each source cell."""
    d = edges[:, None] - edges[None, :]
    safe = np.where(d == 0, 1.0, np.abs(d))
    g = 0.5 * d**2 * np.log(safe) - 0.75 * d**2
    double = g[1:, :-1] - g[1:, 1:] - g[:-1, :-1] + g[:-1, 1:]
    return double / np.diff(edges)[:, None]


N = 400
edges = -np.cos(np.linspace(0, pi, N + 1))
width = np.diff(edges)
centre = 0.5 * (edges[1:] + edges[:-1])
A = log_matrix(edges)


def solve_strip(ell):
    """Density from constant electrochemical potential, total charge 1."""
    m = np.zeros((N + 1, N + 1))
    m[:N, :N] = -A + pi * ell * np.eye(N)
    m[:N, N] = -1
    m[N, :N] = width
    rhs = np.zeros(N + 1)
    rhs[N] = 1
    return np.linalg.solve(m, rhs)[:N]


def edge_value(n, w):
    """Linear extrapolation of the first two cells to the edge."""
    s1, s2 = w[0] / 2, w[0] + w[1] / 2
    return n[0] + (n[0] - n[1]) * s1 / (s2 - s1)


def excess_energy(n):
    """Electrostatic energy above the classical one, lam^2/(4 pi eps)."""
    return -np.sum(n * width * (A @ n)) - np.log(2)


def first_correction(ell, x):
    """Leading relative deviation from the classical law at small ell."""
    bracket = (np.log(8 / ell) + np.euler_gamma - 1
               - x * np.log((1 + x) / (1 - x)))
    return ell * bracket / (pi * (1 - x**2))


# --- classical density against the numerical integral equation
classical = 1 / (pi * np.sqrt(1 - centre**2))
numeric = solve_strip(0.0)
inner = np.abs(centre) < 0.95
dev_classical = np.max(np.abs(numeric / classical - 1)[inner])
assert dev_classical < 5e-3
i1, i2 = N // 40, N // 10
exponent = (np.log(numeric[i2] / numeric[i1])
            / np.log((1 + centre[i2]) / (1 + centre[i1])))
assert abs(exponent + 0.5) < 0.01
s_cut = 1 + edges[i2]
both_edges = 2 * np.sum((numeric * width)[:i2])
assert abs(both_edges / (2 / pi * np.arccos(1 - s_cut)) - 1) < 0.01
s = 0.05
near = 1 / (pi * np.sqrt(2 * s))
full = 1 / (pi * np.sqrt(1 - (1 - s)**2))
assert abs(full / near - 1 - s / 4) < s**2

# --- logarithm series, flat potential, outer potential, fields
t1, t2 = 0.7, 1.9
k = np.arange(1, 200001)
series = -np.log(2) - np.sum(2 / k * np.cos(k * t1) * np.cos(k * t2))
assert abs(series - np.log(abs(np.cos(t1) - np.cos(t2)))) < 1e-4
for x in (0.0, 0.4, 0.93):
    val = quad(lambda t: np.log(abs(x - np.cos(t))), 0, pi,
               points=[np.arccos(x)], limit=200)[0]
    assert abs(val / pi + np.log(2)) < 1e-6
theta = (np.arange(20000) + 0.5) * pi / 20000
source = np.cos(theta)
for z in (0.3 + 0.5j, 1.4 + 0.2j, 3.0 + 0j):
    w = z + np.sqrt(z - 1) * np.sqrt(z + 1)
    drop = np.mean(np.log(np.abs(z - source))) + np.log(2)
    assert abs(drop - np.log(abs(w))) < 1e-8
assert abs(np.mean(1 / (1.3 - source)) - 1 / np.sqrt(1.3**2 - 1)) < 1e-8
y = 0.005
normal = np.mean(y / ((0.5 - source)**2 + y**2))
assert abs(normal * np.sqrt(1 - 0.25) - 1) < 1e-3

# --- energy formula on a uniform density, and the trial densities
modes = np.arange(1, 400)
b_uniform = np.array([2 * np.mean(pi / 2 * np.sin(theta)
                                  * np.cos(n * theta)) for n in modes])
uniform_excess = excess_energy(np.full(N, 0.5))
assert abs(uniform_excess - np.sum(b_uniform**2 / (2 * modes))) < 1e-5
spread = [np.mean(np.sin(theta)**(4 * p))
          / np.mean(np.sin(theta)**(2 * p))**2 - 1
          for p in (0.1, 0.05, 0.025)]
assert spread[0] > 2 * spread[1] > 4 * spread[2] > 0

# --- approach to the classical limit and exact edge force balance
dev, exc, rest = [], [], []
mid = np.abs(centre) < 0.9
for ell in (0.04, 0.01, 0.0025):
    n = solve_strip(ell)
    relative = (n / classical - 1)[mid]
    dev.append(np.max(np.abs(relative)))
    rest.append(np.max(np.abs(relative
                              - first_correction(ell, centre[mid]))))
    exc.append(excess_energy(n))
assert dev[0] > dev[1] > dev[2]
# what remains is of second order in ell, up to logarithms
assert rest[2] < 0.003
assert exc[0] > 2 * exc[1] > 4 * exc[2] > 0
for ell in (0.5, 0.1, 0.02):
    n = solve_strip(ell)
    balance = 2 * edge_value(n, width)**2 - np.sum(n**2 * width)
    assert abs(balance * pi * ell - 1) < 0.01


# --- grounded gate at distance h (in units of a), by its image charge
def gated(h, n_modes, points):
    """Edge coefficient over isolated one; centre over mean density."""
    t = (np.arange(points) + 0.5) * pi / points
    xs = np.cos(t)
    kern = 0.5 * np.log(4 * h**2 + (xs[:, None] - xs[None, :])**2)
    c = np.cos(np.outer(np.arange(n_modes + 1), t))
    tm = 2 / points**2 * (c @ kern @ c.T)
    order = np.arange(1, n_modes + 1)
    b = np.linalg.solve(np.diag(1 / order) + tm[1:, 1:], -tm[1:, 0])
    return (1 + b.sum(),
            2 / pi * (1 + np.sum(b * np.cos(order * pi / 2))))


assert abs(gated(10.0, 20, 200)[0] - (1 - 1 / 800)) < 5e-5
# close gate: fringing leaves a correction of order (h/pi a) ln(a/h)
close = gated(0.02, 200, 1200)[0] / np.sqrt(pi * 0.02)
assert abs(close - 1) < 0.08

# --- worked example: channel in CaF2 (rough inputs), nm and eV
eps_r, mass, degen, temp = 7.0, 0.5, 4, 300.0
half, mean_n, R = 50.0, 0.05, 1000.0
breakdown, barrier, thick, gate_h = 1.0, 3.0, 0.6, 10.0
e = const.e
log_e = e / (2 * pi * eps_r * const.epsilon_0) * 1e9
hb2 = const.hbar**2 / (2 * mass * const.m_e) / e * 1e18
dos = degen / (4 * pi * hb2)
kT = const.k * temp / e
ell = 1 / (pi * log_e * dos)
line_n = 2 * half * mean_n
volt = log_e * line_n * np.log(2 * R / half)
cap = 2 * pi * eps_r * const.epsilon_0 / np.log(2 * R / half)


def n_cl(s):
    return line_n / (pi * np.sqrt(half**2 - (half - s)**2))


# finite density of states at zero temperature
n0 = solve_strip(ell / half) * line_n / half
w_nm, x_nm = width * half, centre * half
edge0 = edge_value(n0, w_nm)
edge_formula = line_n / np.sqrt(2 * pi * half * ell)
assert abs(edge0 / edge_formula - 1) < 0.02

# the same at the temperature of use, by Newton iteration
A_nm = log_matrix(edges * half)
n_T, mu = n0.copy(), 0.0
for _ in range(100):
    yv = n_T / (dos * kT)
    res = -log_e * A_nm @ n_T + kT * np.log(np.expm1(yv)) - mu
    jac = np.zeros((N + 1, N + 1))
    jac[:N, :N] = -log_e * A_nm + np.diag(1 / (dos * -np.expm1(-yv)))
    jac[:N, N] = -1
    jac[N, :N] = w_nm
    step = np.linalg.solve(jac, -np.append(res, w_nm @ n_T - line_n))
    f = 1.0
    while np.any(n_T + f * step[:N] < 0.1 * n_T):
        f /= 2
    n_T = n_T + f * step[:N]
    mu += f * step[N]
    if np.max(np.abs(step[:N])) < 1e-10:
        break
edge_T = edge_value(n_T, w_nm)


def pressure(n):
    return -dos * kT**2 * spence(np.exp(n / (dos * kT)))


balance = 2 * half * pressure(edge_T) - np.sum(pressure(n_T) * w_nm)
assert abs(balance / (log_e * line_n**2 / 2) - 1) < 0.015

# electron waves: self-consistent Hartree subbands with hard walls
eta = np.arange(-40, 60, 0.02)
kap = np.arange(0, 12, 0.01)
weight = np.full(kap.size, 0.01)
weight[0] = 0.005
table = expit(eta[:, None] - kap[None, :]**2) @ weight
table *= degen / pi * np.sqrt(kT / hb2)
slope = np.gradient(table, eta) / kT


def hartree(hx):
    """Grid positions and self-consistent density for grid step hx."""
    M = int(round(2 * half / hx)) - 1
    xq = -half + hx * np.arange(1, M + 1)
    Aq = log_matrix(-half + hx * (np.arange(M + 1) + 0.5))
    nq = np.interp(xq, x_nm, n_T)
    nq *= line_n / (hx * nq.sum())
    u = -log_e * Aq @ nq
    mu_q = mu
    for _ in range(45):
        lev, psi = eigh_tridiagonal(2 * hb2 / hx**2 + u,
                                    np.full(M - 1, -hb2 / hx**2),
                                    select='i', select_range=(0, 119))
        prob = psi**2 / hx
        v = np.full(M, mu_q)
        for _ in range(80):
            arg = (v[:, None] - lev[None, :]) / kT
            nq = np.sum(prob * np.interp(arg, eta, table), axis=1)
            dn = np.sum(prob * np.interp(arg, eta, slope), axis=1)
            res = v - mu_q - u - log_e * Aq @ nq
            jac = np.zeros((M + 1, M + 1))
            jac[:M, :M] = np.eye(M) - log_e * Aq * dn[None, :]
            jac[:M, M] = -1
            jac[M, :M] = hx * dn
            step = np.linalg.solve(
                jac, -np.append(res, hx * nq.sum() - line_n))
            f = min(1.0, 0.05 / np.max(np.abs(step[:M])))
            v = v + f * step[:M]
            mu_q += f * step[M]
            if np.max(np.abs(step[:M])) < 1e-7:
                break
        u_new = -log_e * Aq @ nq
        change = np.max(np.abs(u_new - u))
        u = u + 0.8 * (u_new - u)
        if change < 1e-5:
            break
    assert change < 1e-4
    assert abs(hx * nq.sum() / line_n - 1) < 1e-5
    return xq, nq


def ratios(hx, nq):
    return {d: nq[int(round(d / hx)) - 1] / n_cl(d) for d in (2, 5, 10, 20)}


coarse_n = hartree(0.25)[1]
xq, nq = hartree(0.2)
coarse, ratio = ratios(0.25, coarse_n), ratios(0.2, nq)
assert abs(ratio[10] - 1) < 0.15 and abs(ratio[20] - 1) < 0.08
assert max(abs(ratio[d] - coarse[d]) for d in (10, 20)) < 0.02
peak = int(np.argmax(nq[:nq.size // 2]))

# tunnelling out of the edge along the classical potential drop
exit_s = half * (np.cosh(barrier / (log_e * line_n)) - 1)
kappa2 = 2 * const.m_e * e / const.hbar**2 * 1e-18


def decay(s):
    left = barrier - log_e * line_n * np.arccosh(1 + s / half)
    return 2 * np.sqrt(kappa2 * max(left, 0.0))


wkb = quad(decay, 0, exit_s, limit=200)[0]
s_break = (log_e * line_n / breakdown)**2 / (2 * half)
gate_edge, gate_mid = gated(gate_h / half, 80, 600)
to12 = 100.0
field = pi * log_e * 10

print(f"max deviation numeric/classical: {dev_classical:.1e}")
print(f"numerical edge exponent: {exponent:.4f}")
print(f"uniform-density excess energy: {uniform_excess:.4f} lam^2/(4 pi eps)")
for r, d, x in zip((0.04, 0.01, 0.0025), dev, exc):
    print(f"ell/a={r}: max dev (|x|<0.9a) {d:.4f}, excess energy {x:.2e}")
print(f"deviation formula, ell/a=0.0025, x=0.9a: "
      f"{first_correction(0.0025, 0.9):.4f}")
print(f"max error of that formula for |x|<0.9a: {rest[2]:.1e}")
print(f"relative permittivity (rough): {eps_r:.0f}")
print(f"channel mass {mass} m_e, degeneracy {degen}, T {temp:.0f} K")
print(f"strip width: {2 * half:.0f} nm; cylinder radius: {R:.0f} nm")
print(f"mean density: {mean_n * to12:.2f} e12 cm^-2")
print(f"mean charge: {mean_n * e * 1e20:.3f} uC/cm2")
print(f"electrons per length: {line_n:.2f} nm^-1")
print(f"lam/(2 pi eps): {log_e * line_n:.3f} V")
print(f"voltage to cylinder: {volt:.2f} V")
print(f"capacitance per length: {cap * 1e12:.1f} pF/m")
print(f"classical centre density: {n_cl(half) * to12:.2f} e12 cm^-2")
for d in (2, 5, 10, 20):
    print(f"s={d} nm: classical {n_cl(d) * to12:.2f} e12 cm^-2, "
          f"edge law {line_n / (pi * np.sqrt(2 * half * d)) * to12:.2f}")
print(f"charge within 5 nm of edges: "
      f"{200 / pi * np.arccos(1 - 5 / half):.1f} %")
print(f"normal field, centre: {field * n_cl(half):.3f} MV/cm")
print(f"normal field, s=5 nm: {field * n_cl(5):.3f} MV/cm")
print(f"density of states: {dos * 1e14:.3e} eV^-1 cm^-2")
print(f"quantum capacitance: {dos * e * 1e20:.1f} uF/cm2")
print(f"screening length ell: {ell:.3f} nm")
print(f"edge density, formula: {edge_formula * to12:.1f} e12 cm^-2")
print(f"edge density, numeric T=0: {edge0 * to12:.1f} e12 cm^-2")
print(f"edge density, numeric 300 K: {edge_T * to12:.1f} e12 cm^-2")
print(f"normal field at that edge, T=0: {field * edge0:.2f} MV/cm")
print(f"kT: {kT * 1e3:.2f} meV; mean n/D: {mean_n / dos * 1e3:.2f} meV")
print(f"1/k_F at mean density: "
      f"{1 / np.sqrt(4 * pi * mean_n / degen):.2f} nm")
print(f"layer thickness (rough): {thick:.1f} nm")
print(f"Hartree peak density, 0.2 nm grid: {nq[peak] * to12:.1f} e12 cm^-2")
print(f"Hartree peak density, 0.25 nm grid: "
      f"{coarse_n.max() * to12:.1f} e12 cm^-2")
print(f"Hartree peak distance from edge: {xq[peak] + half:.1f} nm")
print(f"normal field at Hartree peak: {field * nq[peak]:.1f} MV/cm")
for d in (2, 5, 10, 20):
    print(f"Hartree/classical at s={d} nm: {ratio[d]:.3f}")
print(f"gate distance: {gate_h:.0f} nm")
print(f"gated/isolated edge coefficient: {gate_edge:.3f}")
print(f"centre/mean density: isolated {2 / pi:.3f}, gated {gate_mid:.3f}")
print(f"breakdown field (rough): {breakdown * 10:.0f} MV/cm")
print(f"classical field reaches it at s: {s_break:.3f} nm")
print(f"barrier (rough): {barrier:.0f} eV; tunnel length: {exit_s:.1f} nm")
print(f"tunnelling exponent: {wkb:.0f}")
print("OK")
```

Printed output:

```
max deviation numeric/classical: 6.0e-05
numerical edge exponent: -0.4959
uniform-density excess energy: 0.1137 lam^2/(4 pi eps)
ell/a=0.04: max dev (|x|<0.9a) 0.1002, excess energy 1.07e-02
ell/a=0.01: max dev (|x|<0.9a) 0.0575, excess energy 2.99e-03
ell/a=0.0025: max dev (|x|<0.9a) 0.0210, excess energy 7.79e-04
deviation formula, ell/a=0.0025, x=0.9a: 0.0209
max error of that formula for |x|<0.9a: 1.1e-04
relative permittivity (rough): 7
channel mass 0.5 m_e, degeneracy 4, T 300 K
strip width: 100 nm; cylinder radius: 1000 nm
mean density: 5.00 e12 cm^-2
mean charge: 0.801 uC/cm2
electrons per length: 5.00 nm^-1
lam/(2 pi eps): 2.057 V
voltage to cylinder: 7.59 V
capacitance per length: 105.6 pF/m
classical centre density: 3.18 e12 cm^-2
s=2 nm: classical 11.37 e12 cm^-2, edge law 11.25
s=5 nm: classical 7.30 e12 cm^-2, edge law 7.12
s=10 nm: classical 5.31 e12 cm^-2, edge law 5.03
s=20 nm: classical 3.98 e12 cm^-2, edge law 3.56
charge within 5 nm of edges: 28.7 %
normal field, centre: 0.411 MV/cm
normal field, s=5 nm: 0.944 MV/cm
density of states: 4.177e+14 eV^-1 cm^-2
quantum capacitance: 66.9 uF/cm2
screening length ell: 0.185 nm
edge density, formula: 65.5 e12 cm^-2
edge density, numeric T=0: 65.7 e12 cm^-2
edge density, numeric 300 K: 63.5 e12 cm^-2
normal field at that edge, T=0: 8.50 MV/cm
kT: 25.85 meV; mean n/D: 11.97 meV
1/k_F at mean density: 2.52 nm
layer thickness (rough): 0.6 nm
Hartree peak density, 0.2 nm grid: 22.9 e12 cm^-2
Hartree peak density, 0.25 nm grid: 22.8 e12 cm^-2
Hartree peak distance from edge: 1.2 nm
normal field at Hartree peak: 3.0 MV/cm
Hartree/classical at s=2 nm: 1.432
Hartree/classical at s=5 nm: 1.109
Hartree/classical at s=10 nm: 1.061
Hartree/classical at s=20 nm: 1.040
gate distance: 10 nm
gated/isolated edge coefficient: 0.627
centre/mean density: isolated 0.637, gated 0.854
breakdown field (rough): 10 MV/cm
classical field reaches it at s: 0.042 nm
barrier (rough): 3 eV; tunnel length: 63.3 nm
tunnelling exponent: 575
OK
```
